\section*{Zitterbewegung of a one-dimensional Dirac packet in split-operator steps}

\section{Problem}

Atomic units are used, $\hbar=m=1$, so that the speed of light is $c=1/\alpha=137.036$. A free particle on a line obeys the Dirac equation $i\,\partial_t\psi=H\psi$ with
\begin{equation}
H=c\,\sigma_x p+c^2\sigma_z ,\qquad p=-i\,\partial_x .
\label{eq:H}
\end{equation}
The wave function has two components. They do not describe spin; two components are what one dimension needs to hold both signs of the energy. At time zero
\begin{equation}
\psi(x,0)=g(x)\,\frac{1}{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},
\label{eq:init}
\end{equation}
where $g$ is a Gaussian centred at $x=0$. Its momentum density $\rho(p)$ is a normalised Gaussian with mean $p_0$ and standard deviation $\sigma_p$, so its width in position is $w=1/(2\sigma_p)$.

\begin{enumerate}
\item For a packet at rest, $p_0=0$ and $\sigma_p=0.1c$, how does $\langle x\rangle$ move? Find the frequency, the amplitude and the lifetime of any oscillation.
\item What remains if the packet is first projected on positive energies?
\item What changes for a moving packet with $p_0=0.75c$ and $\sigma_p=0.03c$?
\item Construct a split-operator propagation and find the error of its time step.
\end{enumerate}

\section{First estimate by scaling}

Squaring \eqref{eq:H} gives $H^2=c^2p^2+c^4$, because $\sigma_x$ and $\sigma_z$ anticommute. The energies at momentum $p$ are therefore $\pm E$, with $E=c\sqrt{p^2+c^2}$. The velocity operator is
\begin{equation}
\dot x=i[H,x]=ic\,\sigma_x[p,x]=c\,\sigma_x ,
\label{eq:v}
\end{equation}
with eigenvalues $\pm c$. It does not commute with $H$, so a state containing both energy signs can have a velocity that beats at the energy difference.

\emph{Packet at rest.} The difference is about $2c^2=3.756\times10^4$ hartree, which is an angular frequency since $\hbar=1$. The period is $T=\pi/c^2=1.673\times10^{-4}$ a.u., or $4.05\times10^{-21}$ s. A velocity of size $c$ oscillating at $2c^2$ gives an excursion $c/(2c^2)=1/(2c)=3.65\times10^{-3}$ bohr, or 193 fm. Since $2E\approx2c^2+p^2$, the frequencies in the packet spread by about $\sigma_p^2$. They fall out of step after $t\sim1/\sigma_p^2=100/c^2\approx32\,T$.

There should also be a drift. The spinor in \eqref{eq:init} has $\sigma_x=+1$. At momentum $p$ this makes the weights of the two energy signs differ by a fraction of order $p/c$, while their velocities are $\pm p$. The product suggests a drift of order $\sigma_p^2/c=1.37$ a.u.

\emph{Moving packet.} Here $E(p_0)=1.25c^2$, so the frequency should be $2.5c^2$ and the amplitude about $c/(2.5c^2)=0.4/c=2.9\times10^{-3}$ bohr. The parts of opposite energy have velocities $\pm v$ with $v=c^2p_0/E(p_0)=0.6c$. They are one width apart at $t=w/(2v)\approx14/c^2\approx4.4\,T$, when the beat should begin to fade.

\section{Exact solution}

\subsection{The position operator}

Separate from the velocity a part that commutes with $H$:
\begin{equation}
c\,\sigma_x=c^2pH^{-1}+F .
\label{eq:F}
\end{equation}
This defines $F$. With $\{A,B\}=AB+BA$,
\begin{align}
\{H,c\,\sigma_x\}&=c^2p\,\{\sigma_x,\sigma_x\}+c^3\{\sigma_z,\sigma_x\}=2c^2p,\\
\{H,c^2pH^{-1}\}&=2c^2p .
\end{align}
The difference of the two lines is $HF+FH=0$. Moving $F$ through a function of $H$ thus reverses the sign of $H$, and
\begin{equation}
e^{iHt}Fe^{-iHt}=e^{iHt}e^{iHt}F=e^{2iHt}F .
\end{equation}
Integrating the Heisenberg velocity $c^2pH^{-1}+e^{2iHt}F$ from $0$ to $t$ gives
\begin{equation}
x(t)=x+c^2pH^{-1}t+\left(e^{2iHt}-1\right)(2iH)^{-1}F .
\label{eq:x}
\end{equation}
The last term is the Zitterbewegung, the trembling of the position.

\subsection{Projection on positive energies}

The projectors are $\Lambda_\pm=\tfrac12(1\pm H/E)$. Since $F$ commutes with $p$ and anticommutes with $H$, $F\Lambda_+=\Lambda_-F$. Hence
\begin{equation}
\Lambda_+F\Lambda_+=\Lambda_+\Lambda_-F=0 .
\end{equation}
The factors of $H$ in front of $F$ in \eqref{eq:x} commute with $\Lambda_+$, so the trembling term has zero mean in a positive-energy state. On such a state $H^{-1}=1/E$, and
\begin{equation}
\langle x\rangle(t)=\langle x\rangle(0)+t\,\langle c^2p/E\rangle .
\label{eq:line}
\end{equation}
This is a straight line for any width or mean momentum. It rests on free motion: a potential $V(x)$ does not in general commute with $\Lambda_+$ and can bring negative energies back.

\subsection{Mean position of the mixed packet}

Write $H=E(n_x\sigma_x+n_z\sigma_z)$ with $n_x=cp/E$, $n_z=c^2/E$ and $n_x^2+n_z^2=1$. Because $H^{-1}=H/E^2$, the steady velocity is
\begin{equation}
c^2pH^{-1}=c\,n_x(n_x\sigma_x+n_z\sigma_z).
\end{equation}
Subtracting it from $c\,\sigma_x$ and using $1-n_x^2=n_z^2$,
\begin{equation}
F=c\,n_z(n_z\sigma_x-n_x\sigma_z).
\end{equation}
Next use $e^{2iHt}=\cos2Et+i(H/E)\sin2Et$. The product needed is
\begin{align}
&(n_x\sigma_x+n_z\sigma_z)(n_z\sigma_x-n_x\sigma_z)\nonumber\\
&\quad=n_xn_z-n_zn_x-n_x^2\sigma_x\sigma_z+n_z^2\sigma_z\sigma_x=i\sigma_y ,
\end{align}
since $\sigma_z\sigma_x=i\sigma_y=-\sigma_x\sigma_z$. Therefore
\begin{equation}
e^{2iHt}F=c\,n_z\left[(n_z\sigma_x-n_x\sigma_z)\cos2Et-\sigma_y\sin2Et\right].
\label{eq:eF}
\end{equation}
In the spinor of \eqref{eq:init}, $\langle\sigma_x\rangle=1$ and $\langle\sigma_y\rangle=\langle\sigma_z\rangle=0$. The mean velocity at momentum $p$ is $c\,n_x^2+c\,n_z^2\cos2Et$. With $\langle x\rangle(0)=0$, integration over time gives
\begin{equation}
\langle x\rangle(t)=\int\!\rho(p)\left[c\,n_x^2\,t+\frac{c\,n_z^2}{2E}\sin2Et\right]dp .
\label{eq:mean}
\end{equation}
Each momentum trembles at its own frequency $2E(p)$.

The positive-energy weight at momentum $p$ is $\tfrac12(1+\langle H/E\rangle)=\tfrac12(1+n_x)$. For $p_0=0$ the odd function $n_x$ averages to zero, so the total weight is $\tfrac12$. The normalised projected packet has density $\rho(1+n_x)$ and velocity
\begin{equation}
\int\rho\,(1+n_x)\,c\,n_x\,dp=c\int\rho\,n_x^2\,dp ,
\end{equation}
the drift of the mixed packet. Its momentum amplitudes are real, so $\langle x\rangle(0)=i\int\phi^\dagger\phi'\,dp=\tfrac{i}{2}\int(\phi^\dagger\phi)'\,dp=0$. Subtracting the projected from the mixed motion thus isolates the trembling $x_Z$.

\subsection{Fading of the packet at rest}

For $\sigma_p\ll c$ put $E\approx c^2+p^2/2$ in the phase and $n_z^2/(2E)\approx1/(2c^2)$ in the amplitude. The Gaussian integral is
\begin{equation}
\int\rho\,e^{ip^2t}dp=\int\frac{e^{-p^2(1-2i\sigma_p^2t)/2\sigma_p^2}}{\sqrt{2\pi}\,\sigma_p}\,dp=(1-2i\sigma_p^2t)^{-1/2},
\end{equation}
so that
\begin{equation}
x_Z(t)\approx\frac{1}{2c}\,\frac{\sin\!\left[2c^2t+\tfrac12\arctan(2\sigma_p^2t)\right]}{(1+4\sigma_p^4t^2)^{1/4}} .
\label{eq:slow}
\end{equation}
The time derivative of the phase is the frequency,
\begin{equation}
\omega(t)=2c^2+\frac{\sigma_p^2}{1+4\sigma_p^4t^2} .
\label{eq:omega}
\end{equation}
It begins slightly above $2c^2$ and tends to $2c^2$, because the momenta near $p=0$, where $E$ is stationary, stay in step longest.

\subsection{Fading of the moving packet}

Near $p_0$ use $E\approx E_0+v(p-p_0)$ in the phase, with $E_0=E(p_0)$, and take the amplitude at $p_0$. Then
\begin{equation}
\int\rho\,e^{2iEt}dp\approx e^{2iE_0t}\,e^{-2v^2\sigma_p^2t^2}=e^{2iE_0t}\,e^{-d^2/8w^2},
\label{eq:move}
\end{equation}
where $d=2vt$ is the separation of the two parts and $\sigma_p=1/(2w)$. The trembling is an interference term and fades as the parts cease to overlap. Linearising $E$ requires $\sigma_p^2t\,d^2E/dp^2\ll1$.

\subsection{Mixed energies without trembling}

Both energy signs are necessary for trembling of the mean position, but they are not sufficient. Replace the spinor by $(1,0)$ with $p_0=0$. Now only $\langle\sigma_z\rangle=1$ survives, and the mean velocity at momentum $p$ is $c\,n_xn_z(1-\cos2Et)$. It is odd in $p$, so the packet average vanishes. Yet the negative-energy weight is $\tfrac12\int\rho(1-n_z)\,dp\approx\sigma_p^2/(4c^2)=0.0025$ for $\sigma_p=0.1c$.

\section{Split-operator steps}

Let $a=c^2\,\Delta t$ and $b=cp\,\Delta t$. One symmetric step is
\begin{equation}
U=e^{-ia\sigma_z/2}\,e^{-ib\sigma_x}\,e^{-ia\sigma_z/2},\quad e^{-ib\sigma_x}=\cos b-i\sigma_x\sin b .
\label{eq:U}
\end{equation}
The outer factors multiply the components by phases in position space. A fast Fourier transform leads to momentum space, where the middle factor mixes the components, and the inverse transform leads back. For free motion all factors are diagonal in $p$, and the return to position space serves to read $\langle x\rangle$; a potential would enter the outer factors.

Each factor is unitary with determinant one, so $U$ has eigenvalues $e^{\pm i\theta}$ and $\cos\theta=\tfrac12\operatorname{Tr}U$. By cyclic order the trace is that of $(\cos a-i\sigma_z\sin a)(\cos b-i\sigma_x\sin b)$. The matrices $\sigma_x$, $\sigma_z$ and $\sigma_z\sigma_x$ are traceless, which leaves
\begin{equation}
\cos\theta=\cos a\,\cos b .
\end{equation}
Set $\theta^2=a^2+b^2+\delta$ and expand both sides to fourth order:
\begin{equation}
-\frac{\delta}{2}+\frac{(a^2+b^2)^2}{24}=\frac{a^4+b^4}{24}+\frac{a^2b^2}{4}.
\end{equation}
Hence $\delta=-a^2b^2/3$. Since $\sqrt{a^2+b^2}=E\,\Delta t$, the energy $E'=\theta/\Delta t$ that the steps realise is
\begin{equation}
E'\approx E-\frac{c^6p^2\,\Delta t^2}{6E} .
\label{eq:shift}
\end{equation}
With $\Delta t=T/100$, $a=0.0314$. At $p=0.5c$ the shift is $-0.691$ hartree, about $3\times10^{-5}$ of $E$.

\section{Comparison}

The packets were propagated with \eqref{eq:U} on a periodic grid of 512 points and length $300/c=2.19$ bohr, with $\Delta t=T/100$. The packet at rest was followed for $60\,T$, once mixed and once projected. Mean positions in $10^{-3}$ bohr are:

\begin{center}
\begin{tabular}{rrrr}
$t/T$ & mixed & projected & difference\\
0.25 & 3.652 & 0.056 & 3.596\\
0.75 & $-3.427$ & 0.167 & $-3.594$\\
10.25 & 5.471 & 2.282 & 3.189\\
59.25 & 14.671 & 13.191 & 1.480
\end{tabular}
\end{center}

Over the whole run the mixed positions differ from \eqref{eq:mean}, integrated numerically over $p$, by at most $7.3\times10^{-4}$ of $1/(2c)$. In runs of $10\,T$ with the coarser steps $T/25$ and $T/50$, halving the step divides the largest difference by 4.01, as a second-order error should.

\emph{Amplitude.} The scaling value $3.65\times10^{-3}$ bohr is 1.5\% above the first peak, $3.596\times10^{-3}$. The reason is the factor $n_z^2/(2E)=c^4/(2E^3)\approx(1-3p^2/2c^2)/(2c^2)$, whose average is lower by $1.5\,\sigma_p^2/c^2=1.5\%$. In the last period the peak is $1.861\times10^{-3}$ bohr, against $1.860\times10^{-3}$ from the envelope in \eqref{eq:slow}. The last digit carries step error: the step slows the projected drift about twice as much as the mixed drift, so the difference signal gains a slowly growing offset. Without step error this peak is $1.858\times10^{-3}$ bohr, and the last difference in the table is 1.477 instead of 1.480.

\emph{Lifetime.} At the estimated time $1/\sigma_p^2$ the envelope is still $5^{-1/4}=0.67$. It reaches one half when $4\sigma_p^4t^2=15$, at $t\approx62\,T$, and then falls as $t^{-1/2}$. The estimate gives the right scale but not this slow law.

\emph{Frequency.} Upward zero crossings of the difference signal give a mean frequency of $1.0043$ times $2c^2$ in the first $10\,T$ and $1.0004$ times $2c^2$ in the last $10\,T$. The phase in \eqref{eq:slow}, taken between the same crossings, gives $1.0044$ and $1.0004$. The value $2c^2$ is therefore a limit, approached from above in this packet.

\emph{Drift and projection.} The exact drift is 1.331 a.u., close to the estimate 1.37. The projected run has slope 1.3307 against 1.3312 from quadrature. For small $p$, \eqref{eq:shift} gives $dE'/dp\approx p(1-a^2/3)$, a relative reduction of $3.3\times10^{-4}$, which accounts for the difference. The projected motion departs from its best straight line by at most $1.6\times10^{-6}$ of $1/(2c)$. This remnant comes from the time step, since the eigenvectors of $U$ differ slightly from those of $H$; in the coarser runs, halving the step divides it by 4.01.

\emph{Moving packet.} This packet was followed for $8\,T$, and the drift term of \eqref{eq:mean} was subtracted. Its positive-energy weight is 0.80. The zero crossings give $1.2492$ times $2c^2$, against $E_0/c^2=1.25$ from scaling. The deficit is a fraction $6.7\times10^{-4}$. Most of it comes from the change of the amplitude with $p$, neglected in \eqref{eq:move}. The amplitude varies as $E^{-3}$, which favours the slower momenta and lowers the frequency by the fraction $3v^2\sigma_p^2/E_0^2=6.2\times10^{-4}$. The curvature of $E$ and the time step give smaller corrections.

The undamped amplitude is $c\,n_z^2/(2E_0)=0.64\times0.4/c=1.87\times10^{-3}$ bohr. The scaling value was too large because it omitted $n_z^2=0.64$: part of the velocity is steady drift and does not oscillate. At $t=7.40\,T$ the separation is $d=0.2036$ bohr and $w=0.1216$ bohr, so \eqref{eq:move} gives a damping factor $\exp(-0.350)=0.705$; the run gives 0.704, which the time step has lowered by about 0.001. The factor falls to $1/e$ at $d=\sqrt8\,w$, or $t\approx12.5\,T$, later than the estimated onset at $4.4\,T$. The projected moving packet stays within $1.2\times10^{-4}$ of $1/(2c)$ of a straight line.

All numerical values are calculated from the stated model.
